# Curie temperatures of classical Heisenberg ferromagnets: RPA against mean field

## The problem

Classical unit vectors $\mathbf e_i$ sit on the sites of a simple cubic (sc), body-centred cubic (bcc) or face-centred cubic (fcc) lattice. They stand for the directions of rigid atomic moments. Each spin is coupled to its $z=6$, $8$ or $12$ nearest neighbours:

$$H=-J\sum_{\text{bonds}}\mathbf e_i\cdot\mathbf e_l-h\sum_i e_i^z ,\qquad J>0 .$$

Each bond is counted once. Both $J$ and $h$ are energies; $h$ is the size of the moment times the applied magnetic field. Write $m=\langle e_i^z\rangle$ for the thermal average and $\chi=m/h$, taken at $h\to0$, for the susceptibility.

Two approximations for the Curie temperature are to be compared.

- **Mean field:** each spin feels its neighbours through their average $m$ alone.
- **Random-phase approximation (RPA):** in the torque on a spin, every component $e^z$ is replaced by $m$, while the transverse components are kept as fluctuating quantities.

In both, the Curie temperature is the temperature at which $1/\chi$ falls to zero on cooling from the paramagnet. Find $T_{\rm RPA}/T_{\rm MF}$ for the three lattices.

## A tempting solution

**Mean field.** The average field on a spin is $h+zJm$, so its direction has the weight $e^{x\cos\theta}$ with $x=(h+zJm)/k_BT$. In the paramagnet $x$ is small when $h$ is small. To first order in $x$, with $c=\cos\theta$,

$$m=\frac{\int_{-1}^{1}c\,(1+xc)\,dc}{\int_{-1}^{1}(1+xc)\,dc}=\frac{2x/3}{2}=\frac{h+zJm}{3k_BT}.$$

Multiplying by $3k_BT/m$ and solving for $h/m$ gives

$$\frac1\chi=3k_BT-zJ,\qquad k_BT_{\rm MF}=\frac{zJ}{3}. \tag{1}$$

**An exact relation for the torque.** The part of $H$ that contains $\mathbf e_i$ is $-\mathbf e_i\cdot\mathbf B_i$, with $\mathbf B_i=h\hat{\mathbf z}+J\sum_\delta\mathbf e_{i+\delta}$, where $\delta$ runs over the neighbours. Consider the thermal integral of $e_j^y$ over all spin directions, and rotate the integration variable $\mathbf e_i$, and no other, by a small angle $\varepsilon$ about the $x$ axis:

$$\delta\mathbf e_i=\varepsilon\,\hat{\mathbf x}\times\mathbf e_i=\varepsilon\,(0,\,-e_i^z,\,e_i^y).$$

A rotation maps the unit sphere onto itself without changing areas, so the integral keeps its value. The first-order change of the integrand $e_j^y\,e^{-H/k_BT}$ must therefore integrate to zero:

$$\langle\delta e_j^y\rangle-\frac{1}{k_BT}\langle e_j^y\,\delta H\rangle=0 .$$

Here $\delta e_j^y=-\varepsilon e_i^z\,\delta_{ij}$, since the spin $j$ moves only if it is the spin $i$. The energy changes by

$$\delta H=-\mathbf B_i\cdot\delta\mathbf e_i=-\varepsilon\,(e_i^yB_i^z-e_i^zB_i^y)=-\varepsilon\,\tau_i ,$$

where $\tau_i=(\mathbf e_i\times\mathbf B_i)_x$ is the $x$ component of the torque. Inserting both changes and dividing by $\varepsilon$ gives

$$\langle\tau_i\,e_j^y\rangle=k_BT\,m\,\delta_{ij}. \tag{2}$$

**The RPA torque.** Written out, the torque is

$$\tau_i=h\,e_i^y+J\sum_\delta\left(e_i^y e_{i+\delta}^z-e_i^z e_{i+\delta}^y\right).$$

Replacing each $e^z$ by $m$, as the RPA prescribes, gives

$$\tau_i\approx(h+zJm)\,e_i^y-Jm\sum_\delta e_{i+\delta}^y . \tag{3}$$

**The last step.** The transverse components of the neighbours point either way with equal probability, $\langle e_{i+\delta}^y\rangle=0$, so the sum in (3) is dropped. Equation (2) with $j=i$ then reads

$$(h+zJm)\,\langle(e_i^y)^2\rangle=k_BT\,m .$$

In the paramagnet at $h\to0$ no direction is preferred. The mean squares of the three components are equal and add up to 1, so $\langle(e_i^y)^2\rangle=1/3$. Dividing by $m$ gives $\frac13(1/\chi+zJ)=k_BT$, or $1/\chi=3k_BT-zJ$. This is equation (1) again, so the ratio of the Curie temperatures would be 1 on every lattice.

## Where the fault lies

The agreement with mean field looks like a confirmation, but the argument contradicts itself. To see this, sum the exact relation (2) over $i$ at fixed $j$. A bond between $i$ and $l$ contributes to $\tau_i+\tau_l$ the amount

$$J(e_i^ye_l^z-e_i^ze_l^y)+J(e_l^ye_i^z-e_l^ze_i^y)=0 ,$$

because internal torques cancel in pairs. Only the applied field is left, $\sum_i\tau_i=h\sum_ie_i^y$. Hence $h\sum_i\langle e_i^ye_j^y\rangle=k_BT\,m$, or

$$\sum_i\langle e_i^y e_j^y\rangle=k_BT\,\chi . \tag{4}$$

This is exact. A diverging susceptibility requires correlations whose sum over all sites diverges.

Now take the torque without its last term and use (2) for $i\ne j$. It gives $(h+zJm)\langle e_i^ye_j^y\rangle=0$: different sites are uncorrelated. The sum in (4) is then just the term $i=j$, which is $1/3$, and $\chi=1/(3k_BT)$. That is the susceptibility of free spins, which never diverges at a finite temperature. It disagrees with the result $1/\chi=3k_BT-zJ$ obtained from the same truncated torque.

The faulty step is the dropping of the sum in (3). In equation (2) the torque is multiplied by $e_j^y$ before the average is taken. What enters is therefore $\langle e_{i+\delta}^y\,e_j^y\rangle$ and not $\langle e_{i+\delta}^y\rangle$. The second vanishes by symmetry. The first does not, because ferromagnetic coupling makes neighbours lean the same way. Relation (2) stands as exact, and (3) stands as the approximation that defines the RPA.

## The right solution

**Solving for the correlations.** Insert the full torque (3) into (2):

$$(h+zJm)\langle e_i^ye_j^y\rangle-Jm\sum_\delta\langle e_{i+\delta}^ye_j^y\rangle=k_BT\,m\,\delta_{ij}.$$

The correlations depend on $\mathbf R_i-\mathbf R_j$ alone, so a Fourier transform separates these coupled equations. Define

$$G_{\mathbf q}=\sum_i e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}\langle e_i^ye_j^y\rangle,\qquad \gamma_{\mathbf q}=\frac1z\sum_\delta\cos(\mathbf q\cdot\boldsymbol\delta).$$

Shifting the first site by $\boldsymbol\delta$ multiplies the transform by $e^{i\mathbf q\cdot\boldsymbol\delta}$. Neighbours come in pairs $\pm\boldsymbol\delta$, so these factors add up to $z\gamma_{\mathbf q}$. The right-hand side transforms to $k_BTm$, and

$$\left[h+zJm(1-\gamma_{\mathbf q})\right]G_{\mathbf q}=k_BT\,m .$$

At $\mathbf q=0$, where $\gamma_{\mathbf q}=1$, this is $G_0=k_BT\chi$. The RPA thus respects the exact relation (4), which the truncated torque violated. Dividing by $m$ and using $h/m=1/\chi$ gives

$$G_{\mathbf q}=\frac{k_BT}{1/\chi+zJ(1-\gamma_{\mathbf q})}.$$

**Fixing the spin length.** The inverse transform at $i=j$ says that $\langle(e_i^y)^2\rangle$ is the average of $G_{\mathbf q}$ over the Brillouin zone. Write $\langle\dots\rangle_{\mathbf q}$ for this average. By isotropy it equals $1/3$ in the paramagnet:

$$\frac13=k_BT\left\langle\frac{1}{1/\chi+zJ(1-\gamma_{\mathbf q})}\right\rangle_{\mathbf q}. \tag{5}$$

This equation determines $\chi(T)$. On cooling, the prefactor $k_BT$ shrinks, so the average must grow, and for that $1/\chi$ must fall. It reaches zero when

$$\frac13=\frac{k_BT_{\rm RPA}}{zJ}\,W,\qquad W=\left\langle\frac1{1-\gamma_{\mathbf q}}\right\rangle_{\mathbf q}.$$

The number $W$ is the Watson integral of the lattice. With (1),

$$k_BT_{\rm RPA}=\frac{zJ}{3W},\qquad \boxed{\frac{T_{\rm RPA}}{T_{\rm MF}}=\frac1W}. \tag{6}$$

The crystal is taken to be infinite before $1/\chi$ goes to zero. The single term $\mathbf q=0$ then contributes $k_BT\chi/N\to0$, with $N$ the number of sites.

**Does $W$ exist?** The integrand diverges at $\mathbf q=0$. For small $\mathbf q$,

$$1-\gamma_{\mathbf q}\approx\frac1{2z}\sum_\delta(\mathbf q\cdot\boldsymbol\delta)^2=\frac{q^2d^2}{6},$$

where $d$ is the neighbour distance and cubic symmetry gives $\sum_\delta(\mathbf q\cdot\boldsymbol\delta)^2=zq^2d^2/3$. In three dimensions the volume element $q^2dq$ cancels the $1/q^2$ and the integral is finite. In a chain or a square lattice the same integrand makes $W$ infinite, and the RPA gives no order at any finite temperature, while mean field still predicts $k_BT_{\rm MF}=zJ/3$.

**The sign of the correction.** The identity $\dfrac1{1-\gamma}=1+\gamma+\dfrac{\gamma^2}{1-\gamma}$ is confirmed by multiplying out. The zone average of $\gamma_{\mathbf q}$ is zero, because each cosine averages to zero. Therefore

$$W=1+\left\langle\frac{\gamma_{\mathbf q}^2}{1-\gamma_{\mathbf q}}\right\rangle_{\mathbf q}>1 ,$$

and in this model $T_{\rm RPA}$ lies below $T_{\rm MF}$. The tempting solution amounts to setting $\gamma_{\mathbf q}=0$, that is, to replacing the stiffness $zJ(1-\gamma_{\mathbf q})$ of each fluctuation by its average $zJ$. What counts is the average of the reciprocal, in which each fluctuation enters with the inverse of its stiffness, so that a soft long-wavelength fluctuation weighs more than a stiff one.

## Evaluating the Watson integrals

Let $x,y,z$ now denote angles: $q_xa,q_ya,q_za$ for sc, and half of these for bcc and fcc, with $a$ the cubic lattice constant. (The number of neighbours does not appear in this section.) Averaging the cosines over the neighbour vectors $a(\pm1,0,0)$, $\frac a2(\pm1,\pm1,\pm1)$ and $\frac a2(\pm1,\pm1,0)$, with permutations for sc and fcc, gives

$$\gamma_{\rm sc}=\tfrac13(\cos x+\cos y+\cos z),\qquad\gamma_{\rm bcc}=\cos x\cos y\cos z,$$
$$\gamma_{\rm fcc}=\tfrac13(\cos x\cos y+\cos y\cos z+\cos z\cos x).$$

Letting each angle run over a full period covers a whole number of Brillouin zones, and because cosines are even, the range $0$ to $\pi$ suffices.

**First angle.** With $t=\tan(x/2)$ one has $\cos x=(1-t^2)/(1+t^2)$ and $dx=2\,dt/(1+t^2)$. For $A>|B|$,

$$\frac1\pi\int_0^\pi\frac{dx}{A-B\cos x}=\frac2\pi\int_0^\infty\frac{dt}{(A-B)+(A+B)t^2}=\frac1{\sqrt{(A-B)(A+B)}} .$$

**Second angle.** On all three lattices $A-B$ and $A+B$ are linear in $\cos y$. Write them as $a_1-b_1\cos y$ and $a_2-b_2\cos y$, and set $p=a_1-b_1$, $q=a_1+b_1$, $r=a_2-b_2$, $s=a_2+b_2$. The substitution $t=\tan(y/2)$, followed by $u=\sqrt{qs}\,t$, gives

$$\frac1\pi\int_0^\pi\frac{dy}{\sqrt{(A-B)(A+B)}}=\frac2\pi\int_0^\infty\frac{dt}{\sqrt{(p+qt^2)(r+st^2)}}=\frac2\pi\int_0^\infty\frac{du}{\sqrt{(u^2+\alpha^2)(u^2+\beta^2)}},$$

with $\alpha=\sqrt{ps}$ and $\beta=\sqrt{qr}$. In the last integral put $v=\frac12(u-\alpha\beta/u)$, which runs from $-\infty$ to $\infty$. Then $\sqrt{v^2+\alpha\beta}=\frac12(u+\alpha\beta/u)$, so that $du/u=dv/\sqrt{v^2+\alpha\beta}$. Further,

$$\frac{(u^2+\alpha^2)(u^2+\beta^2)}{u^2}=u^2+\frac{\alpha^2\beta^2}{u^2}+\alpha^2+\beta^2=4v^2+(\alpha+\beta)^2 .$$

The integrand becomes $\frac12\left[(v^2+\alpha\beta)\left(v^2+\tfrac14(\alpha+\beta)^2\right)\right]^{-1/2}$. It is even in $v$, so the factor $\frac12$ is absorbed by integrating from $0$ to $\infty$. The integral has kept its form and its value, with $\alpha,\beta$ replaced by their arithmetic and geometric means. Repeating the step drives both to a common limit, the arithmetic-geometric mean $M(\alpha,\beta)$. The integral is then $\int_0^\infty dv/(v^2+M^2)=\pi/2M$, and the average over $y$ equals $1/M(\alpha,\beta)$.

**The three lattices.** Let $c=\cos z$.

- sc: $1/(1-\gamma)=3/(3-\cos x-\cos y-c)$, so $A=3-c-\cos y$ and $B=1$. This gives $p=1-c$, $q=r=3-c$, $s=5-c$.
- bcc: $A=1$ and $B=c\cos y$, so $p=s=1-c$ and $q=r=1+c$. One step of the mean gives $M(1-c,1+c)=M(1,\sqrt{1-c^2})=M(1,\sin z)$.
- fcc: $1/(1-\gamma)=3/(A-B\cos x)$ with $A=3-c\cos y$ and $B=c+\cos y$. Then $A-B=(3-c)-(1+c)\cos y$ and $A+B=(3+c)+(1-c)\cos y$. Hence $p=2-2c$, $q=r=4$, $s=2+2c$, and $M(2\sin z,4)=2M(\sin z,2)$.

One integral is left in each case:

$$W_{\rm sc}=\frac3\pi\int_0^\pi\frac{dz}{M\!\left(\sqrt{(1-c)(5-c)},\,3-c\right)},$$
$$W_{\rm bcc}=\frac1\pi\int_0^\pi\frac{dz}{M(1,\sin z)},\qquad W_{\rm fcc}=\frac3{2\pi}\int_0^\pi\frac{dz}{M(2,\sin z)} .$$

Adaptive numerical quadrature gives $W=1.5164$, $1.3932$ and $1.3447$. By (6) the ratios are

$$\frac{T_{\rm RPA}}{T_{\rm MF}}=0.66\ (\text{sc}),\qquad0.72\ (\text{bcc}),\qquad0.74\ (\text{fcc}).$$

## Numbers for one exchange constant

Take the round value $J=10$ meV for all three lattices; $1$ meV$/k_B$ is $11.6045$ K. For sc, $k_BT_{\rm MF}=6\times10/3=20$ meV, or 232 K, and $T_{\rm RPA}=232/1.5164=153$ K. The other lattices follow in the same way.

| Lattice | Neighbours | $T_{\rm MF}$ (K) | $T_{\rm RPA}$ (K) |
|---|---|---|---|
| sc | 6 | 232 | 153 |
| bcc | 8 | 309 | 222 |
| fcc | 12 | 464 | 345 |

The exchange constant sets both temperatures but cancels in their ratio, which depends on the lattice alone.

The two approximations approach each other when the spins are hot. Put $\kappa=1/\chi+zJ$, with $z$ again the number of neighbours, and expand (5) in $zJ\gamma_{\mathbf q}/\kappa$. The linear term averages to zero. In $\gamma_{\mathbf q}^2$ a product $\cos(\mathbf q\cdot\boldsymbol\delta)\cos(\mathbf q\cdot\boldsymbol\delta')$ averages to $\frac12$ when $\boldsymbol\delta'=\pm\boldsymbol\delta$ and to zero otherwise. Of the $z^2$ products, $2z$ are of the first kind, so $\langle\gamma_{\mathbf q}^2\rangle_{\mathbf q}=1/z$. To this order $\kappa=3k_BT(1+zJ^2/\kappa^2)$, and setting $\kappa\approx3k_BT$ in the small term gives

$$\frac1\chi\approx3k_BT-zJ+\frac{zJ^2}{3k_BT}.$$

For sc at $k_BT=3J$ this is $3+0.67=3.67$ in units of $J$. Solving (5) numerically gives $3.69$, and mean field gives $3$. At $k_BT=2J$, where mean field already has $1/\chi=0$, the RPA still has $1/\chi=1.10J$.

## What the ratio does and does not say

The ratio compares two approximations, and neither gives the true Curie temperature of the model. The RPA keeps correlations between transverse components but, in the torque, ignores the fluctuations of $e^z$ about $m$, although in the paramagnet these are as large as the transverse ones.

A small Monte Carlo simulation of the sc lattice indicates where the true transition lies. Periodic crystals of $6^3$ and $12^3$ sites were sampled by drawing each spin in turn from its thermal distribution in the field of its neighbours, with 1500 sweeps after 300 for settling. Let $\mathbf M$ be the total moment divided by the number of sites. In an ordered crystal $\langle M^2\rangle$ tends to a constant as the crystal grows; in a disordered one that is much larger than the range of the correlations it falls as the inverse volume, here by a factor of 8. In between lies the transition itself. If the correlations there decay as $1/r$, as $G_{\mathbf q}\propto1/q^2$ implies within the RPA, then $\langle M^2\rangle$ falls as the inverse edge length, here by a factor of about 2.

At $T_{\rm RPA}$ it went from 0.30 to 0.23, a factor of 1.3, below the factor of about 2 estimated for the transition and so on the ordered side. At $T_{\rm MF}$ it went from 0.027 to 0.0032, a factor of about 8, as in a disordered one. Two small sizes are evidence and not proof, but they suggest that the transition of the sc model lies between the two estimates, with the RPA too low and mean field too high.

The values 0.66, 0.72 and 0.74 belong to nearest-neighbour coupling. If the exchange reaches further, $zJ(1-\gamma_{\mathbf q})$ in (5) is replaced by $J(0)-J(\mathbf q)$, where $J(\mathbf q)$ is the lattice Fourier transform of the exchange constants, and the ratio then depends on them as well as on the lattice.
